# Mean gas age in a two-dimensional reactor and its outlet balance

A reactor chamber of 3000 cm³ passes 4174 cm³ of hot gas per second, so volume over throughflow is 719 ms. Solve the steady equation for the mean age of the gas with the age set to zero at the inlet, and the age carried out at the outlet falls 3.8 % short of this value. At half the flow it falls about 9 % short. Replace the inlet condition by one that lets no age pass the inlet, and the shortfall disappears. The missing age has left through the entrance, by diffusion against the flow. Four cells and some arithmetic show how.

## Four cells by hand

Let $\mathbf u=(u,v)$ be a steady incompressible velocity and $D$ a constant diffusivity. The mean age $a$ obeys

$$\mathbf u\cdot\nabla a-D\nabla^2a=1 .\tag{1}$$

The right side says that gas ages by one second per second. All volumes and flows are per unit depth. Because $\nabla\cdot\mathbf u=0$, we have $\mathbf u\cdot\nabla a=\nabla\cdot(\mathbf u a)$, and (1) becomes a balance:

$$\nabla\cdot\mathbf J=1,\qquad \mathbf J=\mathbf u a-D\nabla a .\tag{2}$$

In each cell, the age flux leaving minus the age flux entering equals the cell volume.

Take a square of $2\times2$ cells, each of side $h=1$, with $D=1$ and throughflow $Q=1$. Call the upper cells $A$ (left) and $B$ (right), the lower ones $C$ (left) and $E$ (right); the same letters denote their ages. Gas enters $A$ from the left and leaves $B$ to the right.

The flows come from a stream function $\psi$, with $u=\partial\psi/\partial y$ and $v=-\partial\psi/\partial x$. The flow through a face is then the difference of $\psi$ between its two ends. Put $\psi=1$ on the top wall, $\psi=0$ on the bottom wall and at the midpoints of both sides, and $\psi=\tfrac12$ at the centre. The flow from $A$ to $B$ is $1-\tfrac12=\tfrac12$. The other half goes down from $A$ to $C$, across to $E$ and up to $B$. Every cell receives as much gas as it gives.

For a face with flow $q$ from cell 1 to cell 2, use the mean of the two ages for the carried part and their difference for the gradient:

$$F_{12}=q\,\frac{a_1+a_2}{2}+D(a_1-a_2).\tag{3}$$

The face length $h$ and the distance $h$ between centres cancel in the diffusive term. With $q=\tfrac12$ and $D=1$, every internal face has

$$F_{12}=\tfrac54a_1-\tfrac34a_2 .$$

At the outlet let the age have zero normal slope. The flux there is $QB=B$. At the inlet let the total age flux be zero. The four balances are

$$\begin{aligned}
A:&\quad F_{AB}+F_{AC}=1,\\
C:&\quad F_{CE}-F_{AC}=1,\\
E:&\quad F_{EB}-F_{CE}=1,\\
B:&\quad B-F_{AB}-F_{EB}=1.
\end{aligned}$$

Add them. Each internal flux occurs once with each sign, so $B=4$, which is the volume 4 divided by the flow 1. The split of the stream and the value of $D$ have no influence on this number.

They do affect the other ages. Multiplying the first three balances by 4 and inserting $B=4$ gives

$$10A-3C=16,\qquad -5A+8C-3E=4,\qquad -5C+8E=16 .$$

The last gives $E=2+\tfrac58C$, the first $A=\tfrac85+\tfrac3{10}C$. In the middle equation this yields

$$-8-\tfrac32C+8C-6-\tfrac{15}8C=4
\quad\Rightarrow\quad \tfrac{37}8C=18 ,$$

so $C=3.89$, $A=2.77$ and $E=4.43$. The gas in the lower right cell is older than the gas leaving.

Now set the age to zero on the inlet face instead. The incoming gas carries no age, but the centre of $A$ lies half a cell from the face. The gradient is $A/(h/2)$, and an age flux $2DA=2A$ leaves backwards. The balance of $A$ becomes

$$F_{AB}+F_{AC}+2A=1 ,$$

and the sum of all four is

$$B+2A=4 .\tag{4}$$

Four times the balances of $A$, $C$ and $E$, with $B=4-2A$, are

$$24A-3C=16,\qquad -5A+8C-3E=4,\qquad 6A-5C+8E=16 .$$

From the first, $C=8A-\tfrac{16}3$; from the third, $E=2+\tfrac58C-\tfrac34A$. The middle equation becomes

$$-\tfrac{11}4A+\tfrac{49}8C=10
\quad\Rightarrow\quad \tfrac{185}4A=\tfrac{128}3 ,$$

so $A=0.923$ and $B=4-1.845=2.155$. Almost half of the age escapes through the inlet. The loss is large because diffusion across a cell is as strong as the throughflow.

## The balance in general

Let $\Omega$ have volume $V$ and outward normal $\mathbf n$. Its walls are impermeable to gas and marker, so $\mathbf J\cdot\mathbf n=0$ there. Integrating (2) over $\Omega$ and using the divergence theorem gives

$$\int_{\rm out}\mathbf J\cdot\mathbf n\,ds+\int_{\rm in}\mathbf J\cdot\mathbf n\,ds=V .\tag{5}$$

Hence

$$\boxed{\;\frac1Q\int_{\rm out}(\mathbf u a-D\nabla a)\cdot\mathbf n\,ds=\frac VQ=\tau
\quad\text{if}\quad \int_{\rm in}\mathbf J\cdot\mathbf n\,ds=0\;}\tag{6}$$

The local condition $\mathbf J\cdot\mathbf n=0$ on the inlet, called the closed or Danckwerts condition, ensures this. With $a=0$ there, $\mathbf J\cdot\mathbf n=-D\,\partial a/\partial n$. Age rises inwards, so $\partial a/\partial n<0$ and this flux points out of the reactor. It is the term $2A$ of (4).

Two further conditions can be seen to matter. The first concerns the outlet. If $\partial a/\partial n=0$ there, the left side of (6) is the flow-weighted mean age of the leaving gas. If the slope is not zero, the total flux still obeys (6), but its convective part alone does not. In the reactor treated below, an outlet slope with a parabolic profile and peak $5\tau/L$, where $L$ is the chamber length, was imposed as a test. The total flux was $0.998\,V$ and the convective part $1.098\,V$.

The second is incompressibility. In general $\mathbf u\cdot\nabla a=\nabla\cdot(\mathbf ua)-a\nabla\cdot\mathbf u$, so a closed inlet gives

$$\int_{\rm out}\mathbf J\cdot\mathbf n\,ds=V+\int_\Omega a\,\nabla\cdot\mathbf u\,dV .\tag{7}$$

As a test, the horizontal velocity was multiplied by $1+\tfrac12\sin^2(\pi x/L)$, which leaves both ends unchanged but creates and destroys gas between them. With $f(x)$ for this factor, the divergence is $uf'+(f-1)\,\partial u/\partial x$. The second term is small for two reasons. The original $u$ varies along $x$ mainly near the ends, where $f$ is close to 1, and its changes cancel over each cross-section because the throughflow is the same everywhere. This term was left out. The outlet flux became $0.815\,V$, and the right side of (7) with the first term alone gave $0.816\,V$. An interpolated velocity that does not conserve volume on the age mesh can thus spoil the result even with a correct inlet.

For a hot gas of varying density $\rho$, the conserved flow is $\rho\mathbf u$. The age equation is then $\rho\mathbf u\cdot\nabla a-\nabla\cdot(\rho D\nabla a)=\rho$, and the same integration gives the mass held in the reactor over the mass flow.

## Why $a$ is a mean age

Feed a short pulse of dilute, unreactive marker at $t=0$. Its concentration obeys

$$\frac{\partial c}{\partial t}+\nabla\cdot(\mathbf uc-D\nabla c)=0 .$$

At the closed inlet the total flux is that of the feed, $\mathbf u\cdot\mathbf n\,M\delta(t)$, with $M$ the time integral of the feed concentration. Define $m_k=\int_0^\infty t^kc\,dt$. Since $c$ vanishes before the pulse and at late times, integrating the equation over time gives

$$\nabla\cdot(\mathbf um_0-D\nabla m_0)=0 ,$$

with inlet flux $\mathbf u\cdot\mathbf n\,M$. The constant $m_0=M$ satisfies this equation and all boundary conditions.

It is the sole solution. The difference $w$ of two solutions has zero total inlet flux. Multiply its equation by $w$, integrate by parts, and use $w\,\mathbf u\cdot\nabla w=\tfrac12\nabla\cdot(\mathbf uw^2)$:

$$0=D\int_\Omega|\nabla w|^2dV+\tfrac12\int_{\rm in,\,out}|\mathbf u\cdot\mathbf n|\,w^2ds .$$

Here gas flows inwards all along the inlet and outwards all along the outlet. At the outlet the boundary terms are $w^2\mathbf u\cdot\mathbf n-\tfrac12w^2\mathbf u\cdot\mathbf n$. At the inlet the first is absent and $-\tfrac12w^2\mathbf u\cdot\mathbf n$ is positive. All terms are nonnegative, so $w=0$. The same argument makes $a$ unique.

Next multiply by $t$ before integrating. By parts, $\int t\,\partial_tc\,dt=-\int c\,dt=-M$, so

$$\nabla\cdot(\mathbf um_1-D\nabla m_1)=M ,$$

and the inlet flux is zero because $\int t\,\delta(t)\,dt=0$. Therefore $a=m_1/m_0$ solves (2) with the closed inlet: it is the mean time since entry of the marker found at a point.

Multiplying by $t^2$ gives $\nabla\cdot(\mathbf um_2-D\nabla m_2)=2m_1$. Integrate over $\Omega$ and divide by $QM$. With zero slope at the outlet, the left side is the mean square residence time of the leaving marker:

$$\langle t^2\rangle=\frac2Q\int_\Omega a\,dV=2\tau\bar a,\qquad
\sigma^2=2\tau\bar a-\tau^2 ,\tag{8}$$

where $\bar a$ is the volume mean of $a$. One steady solution thus gives the spread $\sigma$ of residence times as well.

Two limits fix the scale. In plug flow without diffusion, $a$ rises linearly from 0 to $\tau$, so $\bar a=\tau/2$ and $\sigma=0$. In a perfectly stirred vessel $\bar a=\tau$ and $\sigma=\tau$. The four cells have $\bar a=(2.77+4+3.89+4.43)/4=3.77$. Hence $\sigma^2=8(3.77)-16=14.2$ and $\sigma=3.8$, close to the stirred value 4.

## How much age an inlet loses

Plug flow at speed $U$ through a length $L$ allows a complete solution. With $g=a'$, equation (1) is $Ug-Dg'=1$. Its solution with $g(L)=0$ is

$$a'(x)=\frac1U\left[1-e^{-U(L-x)/D}\right].$$

Integration from 0 to $L$ gives

$$a(L)-a(0)=\frac LU-\frac D{U^2}\left(1-e^{-UL/D}\right).\tag{9}$$

For the closed inlet, $Ua(0)=Da'(0)$, so $a(0)=(D/U^2)(1-e^{-UL/D})$. This cancels the last term and $a(L)=L/U$. For $a(0)=0$ the last term remains. With $U=1$ m/s, $L=1$ m and $D=0.2$ m²/s, formula (9) gives an exit age of 0.8013 s, and the finite-volume solution agrees to the four digits shown.

Let $P_L=UL/D$. For $P_L\gg1$ the zero-age inlet loses a fraction $1/P_L$ of the age. For $P_L\ll1$, expanding the exponential to second order gives $a(L)\simeq L^2/(2D)$: the exit age is a diffusion time and no longer depends on the throughflow.

Which condition describes a real inlet depends on what lies upstream. Suppose the gas passes a plate of thickness $\ell$ with speed $U_h$ in its holes, and $a=0$ above the plate. Neglect for the moment the ageing inside the holes. With $x$ measured from the upper face, $U_ha'=Da''$ gives

$$a=a_{\rm in}\frac{e^{U_hx/D}-1}{e^P-1},\qquad P=\frac{U_h\ell}{D},$$

where $a_{\rm in}$ is the age at the lower face. The flux density is

$$U_ha-Da'=-\frac{U_ha_{\rm in}}{e^P-1}.\tag{10}$$

It is negative, hence directed upstream, and its sum over the holes is $Qa_{\rm in}/(e^P-1)$. The inlet is closed when $e^P\gg1$. For $P\to0$ a finite leak requires $a_{\rm in}\to0$, which is the zero-age inlet.

## The method for any mesh

The four-cell calculation extends directly.

1. Choose square cells of side $h$ and find $\psi$ at their corners.
2. Set the flow through each face to the difference of $\psi$ at its ends. Around a cell these differences cancel, so volume is conserved to rounding.
3. For each internal face add (3) to one cell balance and subtract it from the other.
4. Give walls and inlet zero total age flux. At an outlet face with flow $q$, use the flux $qa$ of the adjoining cell.
5. Solve the sparse linear system with $h^2$ on the right of every balance.
6. Read off the field, the outlet flux and, from (8), the spread.

In (3) the coefficient of the downstream age is $q/2-D$. If $q>2D$ it changes sign and the solution may oscillate between cells; a finer mesh cures this, since $q$ is proportional to $h$.

The stream function used here solves the steady Navier–Stokes equation. With vorticity $\omega=-\nabla^2\psi$ and kinematic viscosity $\nu$, it reads

$$\mathbf u\cdot\nabla\omega=\nu\nabla^2\omega .$$

On the boundary $\psi$ is prescribed and its normal slope is zero. A mirrored value outside the wall expresses this slope and supplies the boundary vorticity. The velocity on the left is taken from the previous iterate, which leaves a linear equation for $\psi$, and the process is repeated until $\psi/Q$ changes by less than $10^{-7}$.

The sum of the cell balances gives $V$ whatever the accuracy of the ages. Its closure error, $2\times10^{-14}$, confirms the bookkeeping and nothing more. A second solution was therefore made from form (1), with ages at the corners and no built-in conservation. Its outlet flux is free to miss $V$.

## A hot-wall reactor

The chamber is 30 cm long, 5 cm high and 20 cm deep. Nitrogen flows at 1 slm, 10 Torr and 900 K. It enters and leaves through slits in the upper halves of the end walls, with parabolic velocity profiles. The marker has $D=75$ cm²/s and the gas $\nu=76$ cm²/s. The mean speed is 41.7 cm/s, and

$$\frac Q\nu=2.74,\qquad \frac QD=2.78,\qquad \tau=\frac{3000}{4174}\ \text{s}=719\ \text{ms}.$$

At the fastest face of the slit, on a mesh 48 cells high, $q/D=3(2.78)/48=0.17$, well below 2. The factor 3 comes from the half-height slit and the peak of the parabola.

The non-conservative solution gives outlet fluxes of 0.9857, 0.9960 and 0.9989 times $V$ on meshes 12, 24 and 48 cells high. The error falls nearly fourfold per halving of $h$, as for a second-order method. Removing an $h^2$ error gives

$$\frac{4(0.99894)-0.99600}{3}=0.9999 .$$

The two age fields differ by at most 0.14 % of $\tau$.

A pulse followed in time on a mesh 8 cells high gives a mean residence time of 718.8 ms and a spread of 249.4 ms. Formula (8) on the same mesh gives the same spread. On the fine mesh $\bar a=402.6$ ms, and

$$\sigma=\sqrt{2(718.8)(402.6)-718.8^2}\ \text{ms}\approx249\ \text{ms},$$

or 35 % of $\tau$. The reactor lies between plug flow and a stirred vessel. A switch of feed gas reaches the outlet smeared out: 250 ms is the standard deviation of the arrival times, and the change from old gas to new takes longer than that.

The oldest gas, at 733 ms, sits in the lower right corner, as in the four cells. It is just 2 % older than the mean of the leaving gas, although the flow there is slow. Diffusion evens out the ages, and a still layer gives a rough scale for the difference that can remain. In a still layer of depth $d$ on a wall, $-Da''=1$ with zero slope at the wall makes the wall gas older than the layer's edge by $d^2/(2D)$. For $d=2.5$ cm this is $6.25/150$ s, or 42 ms. The excess found, 14 ms, is smaller. The layer is only a scale, not a model of the corner, where the gas moves and age also spreads along the chamber.

Diffusion cannot be dropped altogether. On a closed streamline with $D=0$, the age would have to grow by the circulation time on each turn and yet return to its starting value. No steady solution exists there. The flow has a weak eddy, carrying 0.1 % of the throughflow, so this applies here.

With $a=0$ at the inlet, the lost age is 8.9, 3.7 and 1.7 % of $V$ at 0.5, 1 and 2 slm on the 24-cell mesh. Pressure, temperature and $D$ are held fixed, and the flow field is solved anew each time. At 1 slm the finer mesh gives 3.8 %. Convergence is slow because the zero-age inlet meets an impermeable wall at the slit edge; full refinement would raise the three 24-cell values by roughly 0.1 to 0.2 percentage points. The plug-flow estimate $D/(U^2\tau)$ is 6.0 % with the mean chamber speed and 1.5 % with the slit speed, which is twice as large. The computed loss lies between them.

For the feed plate, take 2 % open area and 5 mm thickness. The hole speed is 41.7 m/s and $P=27.8$. With the computed inlet age of 21.8 ms, (10) gives a leak of

$$\frac{21.8}{719}\,\frac1{e^{27.8}-1}\approx3\times10^{-14}$$

of $V$. Formula (10) takes a uniform speed across each hole. With a parabolic profile in round holes of 0.5 to 2 mm diameter the age decays more slowly upstream: the exponent falls from 27.8 to between 27 and 20, and the leak is of order $10^{-13}$ to $10^{-10}$, still negligible. These figures count only age that comes from the chamber. Ageing in the holes, neglected in (10), adds at most $\ell/U_h=0.12$ ms to the entering gas, or about 0.02 % of $\tau$. For this plate the closed inlet is the right condition. An open duct as wide as the slit has $U\simeq83$ cm/s and $D/U\simeq0.9$ cm, so the age falls by a factor $e$ over about a centimetre upstream; several centimetres of duct should then be included in the domain.

## Beside a real reactor

The temperature is roughly that of hot-wall silicon deposition, which can also be run at 1 Torr or less. At fixed molar flow and temperature, $Q$, $D$ and $\nu$ all vary as $1/p$. The ratios $Q/D$ and $Q/\nu$, and with them the fractional losses, stay the same, whereas $\tau$ falls to 72 ms at 1 Torr. Real chambers also hold wafers, whose volume must be subtracted from $V$. They have side walls too, which the two-dimensional flow leaves out. Drag on these walls does not alter $V/Q$, but it changes the ages inside. In a straight duct of the same length, height and depth, a rough three-dimensional estimate gives a spread about 7 % larger than without side walls, and an oldest gas about 6 % older than the mean of the leaving gas, so the 2 % found above holds only for the two-dimensional model. Uniform temperature is another assumption that is easily broken. Feed gas at 300 K raises the gas held by roughly 4 % if the inlet face itself is kept at 300 K, which moves the mean age from 719 to about 745 ms. If no heat conducts back through the inlet, the thermal counterpart of the closed condition, the rise is about 1.5 % and the mean age about 730 ms. Both estimates keep the flow pattern and heat conductivity fixed, though the ratio of buoyancy to viscous forces is then about 5; for a 10 K difference it is 0.09. In the chamber at 10 Torr the relative pressure drop, $2\times10^{-5}$, and the ratio of mean free path to height, $4\times10^{-4}$, are negligible. This does not extend to the feed plate: with 1 mm holes the drop across it is roughly 20 % of the chamber pressure, and at 1 Torr the nominal hole speed would be about 0.7 of the speed of sound, so the gas in the holes cannot be treated as incompressible. Finally, the marker does not react. A precursor consumed on one wall with surface speed $k$ is lost at a rate of order $k/H$, where $H$ is the chamber height, so $a$ represents its age if $k\ll H/\tau=7$ cm/s. The numerical check give the values for the two-dimensional reactor.

## Computed values

```
chamber length, height, depth: 30, 5, 20 cm
pressure 10 Torr, temperature 900 K
viscosity (chosen): 3.8e-05 Pa s
marker diffusivity (chosen): 75 cm2/s
kinematic viscosity: 76.2 cm2/s
hot volume flow at 1 slm: 4174 cm3/s
chamber volume: 3000 cm3
mean speed: 41.7 cm/s
Reynolds number Q/nu: 2.74
Peclet number Q/D: 2.78
Peclet number along length: 16.7
tau = V/Q: 718.82 ms
nodal outlet flux / V, 12 cells high: 0.98567
nodal outlet flux / V, 24 cells high: 0.99600
nodal outlet flux / V, 48 cells high: 0.99894
same, extrapolated to zero mesh width: 0.99992
finite-volume closure error: 2.2e-14
largest gap of the two age fields / tau: 1.4e-03
volume-mean age: 402.6 ms
mesh shift of it, 24 to 48 cells: 0.01 ms
largest age: 732.5 ms
mesh shift of it, 24 to 48 cells: 0.07 ms
its place x, y: 29.95, 0.05 cm
flow-weighted inlet age: 21.8 ms
spread sigma of residence time: 249.3 ms
eddy flow / throughflow: 9.7e-04
pulse test (8 cells high): mean 718.82 ms
pulse test: sigma 249.38 ms
steady formula, same mesh: sigma 249.38 ms
pulse test: largest age-field gap / tau 6.5e-05
age lost with a=0 inlet, 0.5 slm, 24 cells: 8.91 %
age lost with a=0 inlet, 1.0 slm, 24 cells: 3.69 %
age lost with a=0 inlet, 2.0 slm, 24 cells: 1.66 %
age lost with a=0 inlet, 1.0 slm, 48 cells: 3.76 %
plug flow U=1 m/s L=1 m D=0.2 m2/s, a=0: exit 0.8013 s
plug-flow formula for it: 0.8013 s
outlet slope imposed: total flux / V 0.9984
outlet slope imposed: convective part / V 1.0982
divergent velocity: outlet flux / V 0.8154
divergent velocity: predicted 0.8157
feed plate: open 2 %, thick 5 mm
feed plate: hole speed 41.7 m/s, Peclet 27.8
feed plate: age leak / V 2.5e-14
cold feed at 300 K: gas hold-up rises 3.6 %
buoyancy Gr/Re, 10 K difference: 0.086
buoyancy Gr/Re, cold feed: 5.14
relative pressure drop: 1.7e-05
mean free path / height: 3.7e-04
diffusion time H^2/D: 333 ms
surface reaction speed H/tau: 7.0 cm/s
```
